# The Screened Pair Force in a Simple Metal and Its Friedel Tail

A simulation of a simple metal with pair forces needs a cutoff radius. In an insulator with short-ranged forces one increases the radius until the neglected force is small. In a metal the force between two ions oscillates in sign and its amplitude falls only as the cube of the distance, so the cutoff must be chosen together with a way of ending the sum. The derivation below gives the force and the amplitude of its oscillation, and a model metal shows how slowly the asymptotic law is approached.

## The model

Consider $N$ ions of valence $Z$ in a volume $\Omega$, with $NZ$ electrons at zero temperature. The mean electron density is $n=NZ/\Omega$, and the Fermi wave number is $k_F=(3\pi^2n)^{1/3}$. Hartree atomic units are used in the algebra.

Each ion acts on the electrons through a weak local pseudopotential $v(r)$, with transform $v(q)=\int d^3r\,v(r)e^{-i\mathbf q\cdot\mathbf r}$. The total potential is $\sum_{\mathbf q}V_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}$, where

$$V_{\mathbf q}=\frac{v(q)}{\Omega}\sum_j e^{-i\mathbf q\cdot\mathbf R_j}. \tag{1}$$

The energy is kept to second order in $v$. Electrons interact through the Hartree energy of their density, which is the random-phase approximation (RPA) for the static response. Exchange and correlation in the screening, nonlocality of the pseudopotential and third-order terms, which couple three ions, are left out.

The volume is held fixed while the ions move. The component $\mathbf q=0$ then concerns only the uniform system and exerts no force on an ion. For $\mathbf q\neq0$ the first-order energy vanishes, because the unperturbed density is uniform. The forces therefore begin at second order.

## Response of the free-electron gas

First take electrons without mutual interaction. The potential connects the plane wave $\mathbf k$ to $\mathbf k+\mathbf q$ with matrix element $V_{\mathbf q}$. With $\varepsilon_{\mathbf k}=k^2/2$, occupation $f_{\mathbf k}$ and a factor 2 for spin,

$$E_2=2\sum_{\mathbf k,\mathbf q}f_{\mathbf k}(1-f_{\mathbf k+\mathbf q})\frac{|V_{\mathbf q}|^2}{\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q}}. \tag{2}$$

The part containing $f_{\mathbf k}f_{\mathbf k+\mathbf q}$ changes sign when the two states are exchanged, so it sums to zero. This remains true if a narrow symmetric interval around zero energy difference is excluded, which is the principal-value prescription for the large system. What is left can be written

$$\frac{E_2}{\Omega}=\frac12\sum_{\mathbf q\ne0}\chi_0(q)|V_{\mathbf q}|^2,\qquad
\chi_0(q)=4\,\mathrm P\!\!\int\!\frac{d^3k}{(2\pi)^3}\frac{f_{\mathbf k}}{\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q}}. \tag{3}$$

The derivative of the energy with respect to $V_{-\mathbf q}$ is $\Omega n_{\mathbf q}$, where $n_{\mathbf q}$ is the induced density. Since $\mathbf q$ and $-\mathbf q$ both occur in the sum, the factor $\frac12$ cancels and $n_{\mathbf q}=\chi_0V_{\mathbf q}$. Thus $\chi_0$ is the density response. It is negative, as electrons gather where the potential is low.

To evaluate it, let $z$ be the component of $\mathbf k$ along $\mathbf q$. The denominator is $-q(z+q/2)$, and the Fermi sphere has cross section $\pi(k_F^2-z^2)$ at height $z$. With $a=q/2$,

$$\chi_0=-\frac{1}{2\pi^2q}\,\mathrm P\!\!\int_{-k_F}^{k_F}\!dz\,\frac{k_F^2-z^2}{z+a}. \tag{4}$$

The numerator equals $(k_F^2-a^2)-(z+a)(z-a)$. Its first part integrates to a logarithm and its second to $2ak_F$:

$$\chi_0=-\frac1{2\pi^2q}\left[qk_F+\left(k_F^2-\frac{q^2}{4}\right)\ln\left|\frac{k_F+q/2}{k_F-q/2}\right|\right]. \tag{5}$$

In terms of $x=q/2k_F$ this is the Lindhard function,

$$\chi_0=-\frac{k_F}{\pi^2}L(x),\qquad L(x)=\frac12+\frac{1-x^2}{4x}\ln\left|\frac{1+x}{1-x}\right|. \tag{6}$$

For small $x$ the logarithm is close to $2x$, so $L\to1$. At $x=1$ the logarithm diverges, but its prefactor vanishes and $L=\frac12$. The function is continuous there, while its slope is infinite. Geometrically, $2k_F$ is the largest wave vector that joins two points of the Fermi sphere.

## Screening without double counting

The induced density also repels itself. To include this, regard $n_{\mathbf q}$ as the variable. The energy per volume is

$$\frac{E}{\Omega}=\sum_{\mathbf q\neq0}\left[-\frac{|n_{\mathbf q}|^2}{2\chi_0}+\frac{2\pi}{q^2}|n_{\mathbf q}|^2+V_{-\mathbf q}n_{\mathbf q}\right]. \tag{7}$$

The first term is the kinetic cost of the density wave. It is fixed by the previous section: without the middle term, the minimum lies at $n_{\mathbf q}=\chi_0V_{\mathbf q}$ and has the value (3). The middle term is the Hartree energy, counted once. Stationarity with respect to $n_{-\mathbf q}$ gives

$$\left(-\frac1{\chi_0}+\frac{4\pi}{q^2}\right)n_{\mathbf q}+V_{\mathbf q}=0,$$

and hence

$$n_{\mathbf q}=\chi V_{\mathbf q},\qquad \chi=\frac{\chi_0}{\epsilon},\qquad \epsilon=1-\frac{4\pi}{q^2}\chi_0. \tag{8}$$

At the stationary point the quadratic terms equal minus half the linear term. The energy is therefore

$$\frac{E}{\Omega}=\frac12\sum_{\mathbf q\neq0}\chi(q)|V_{\mathbf q}|^2. \tag{9}$$

One factor $1/\epsilon$ appears here, not two. Replacing both bare potentials in (3) by screened ones would give $\frac12\chi_0|V_{\mathbf q}|^2/\epsilon^2$ for each $\mathbf q$. This exceeds the term in (9) by $\frac12\chi_0|V_{\mathbf q}|^2(1-\epsilon)/\epsilon^2=2\pi|n_{\mathbf q}|^2/q^2$, so it counts the Hartree energy twice.

## From the energy to a pair force

Inserting (1) into (9) gives

$$E=\frac{1}{2\Omega}\sum_{\mathbf q\ne0}\chi(q)|v(q)|^2\sum_{i,j}e^{i\mathbf q\cdot(\mathbf R_i-\mathbf R_j)}. \tag{10}$$

The terms with $i=j$ do not depend on the positions. The terms with $i\ne j$ form a sum over pairs, to which the direct repulsion $Z^2/R$ is added. For a large system the sum over $\mathbf q$ becomes an integral, and

$$E_{\rm tot}=E_0(\Omega)+\frac12\sum_{i\ne j}\phi(R_{ij}),\qquad
\phi(R)=\frac{Z^2}{R}+\int\!\frac{d^3q}{(2\pi)^3}\,\chi(q)|v(q)|^2e^{i\mathbf q\cdot\mathbf R}. \tag{11}$$

The point $\mathbf q=0$ needs care, because the transform of $Z^2/R$ is $4\pi Z^2/q^2$. At small $q$, however, $\chi\to-q^2/4\pi$ and $|v|^2\to(4\pi Z/q^2)^2$, so the electronic term tends to $-4\pi Z^2/q^2$. The divergences cancel. The finite remainder at $\mathbf q=0$ depends on the volume alone, and its compensation is included in $E_0$.

The force on ion $i$ is

$$\mathbf F_i=\sum_{j\ne i}f(R_{ij})\,\hat{\mathbf R}_{ij},\qquad f(R)=-\frac{d\phi}{dR}, \tag{12}$$

where $\hat{\mathbf R}_{ij}$ points from $j$ to $i$. Positive $f$ means repulsion. Equation (12) holds at fixed volume. Under a change of volume both $E_0$ and the function $\phi$ change, the latter through $k_F$, so the pressure cannot be found from $f$ alone.

For numbers, take the empty-core pseudopotential: $v(r)=-Z/r$ outside a radius $r_c$ and zero inside. Its transform, with a vanishing convergence factor at large $r$, is

$$v(q)=-\frac{4\pi Z}{q}\int_{r_c}^\infty\! dr\,\sin qr=-\frac{4\pi Z}{q^2}\cos qr_c. \tag{13}$$

From (8), $\chi=-(q^2/4\pi)(1-1/\epsilon)$. Hence

$$\chi|v|^2=-\frac{4\pi Z^2}{q^2}F(q),\qquad F(q)=\cos^2(qr_c)\left(1-\frac1\epsilon\right). \tag{14}$$

For any radial function $h(q)$, the angular average of $e^{i\mathbf q\cdot\mathbf R}$ is $\sin(qR)/qR$, so

$$\int\!\frac{d^3q}{(2\pi)^3}h(q)e^{i\mathbf q\cdot\mathbf R}=\frac1{2\pi^2R}\int_0^\infty\! dq\,q\,h(q)\sin qR. \tag{15}$$

Applied to (14), this gives

$$\phi(R)=\frac{Z^2}{R}\left[1-\frac2\pi\int_0^\infty\! dq\,\frac{\sin qR}{q}F(q)\right], \tag{16}$$

and differentiation yields

$$f(R)=\frac{\phi(R)}{R}+\frac{2Z^2}{\pi R}\int_0^\infty\! dq\,\cos(qR)\,F(q). \tag{17}$$

Since $F(0)=1$, the bracket in (16) tends to zero at large $R$: the screening removes the Coulomb tail.

## The singularity at $2k_F$ and the tail

The large-distance form of a Fourier integral is set by the points where the integrand is not smooth. Let $\Phi(q)=4\pi Z^2/q^2+\chi|v|^2$ be the transform of the full pair energy. Near $q=0$ it is a smooth even function, so $q\Phi$ is smooth and odd, and the integral (15) can be extended to the whole line with a factor $\frac12$. The point $q=0$ then contributes no inverse power of $R$. The singular points are $\pm2k_F$, and their equal contributions cancel that factor. It is enough to treat $q=2k_F$ in (15).

Put $t=q-2k_F$ and $s=x-1=t/2k_F$. To first order in $s$, apart from logarithms,

$$\frac{1-x^2}{4x}\simeq-\frac s2,\qquad \ln\left|\frac{1+x}{1-x}\right|\simeq\ln2-\ln|s|. \tag{18}$$

Their product contains $\frac12s\ln|s|$ and a smooth linear term. Changing $\ln|s|$ to $\ln|t|$ adds another linear term. Multiplying by $-k_F/\pi^2$ and using $s=t/2k_F$, the singular part is

$$\chi_0^{\rm sing}=-\frac{1}{4\pi^2}\,t\ln|t|. \tag{19}$$

Screening changes its strength. From (8), at fixed $q$,

$$\frac{d\chi}{d\chi_0}=\frac{1}{\left(1-4\pi\chi_0/q^2\right)^2}=\frac1{\epsilon^2}. \tag{20}$$

The energy (9) carries one factor $1/\epsilon$, but its singular part carries two, because $\epsilon$ is itself singular. With the screened form factor $w=v(2k_F)/\epsilon(2k_F)$,

$$\left(\chi|v|^2\right)^{\rm sing}=-\frac{w^2}{4\pi^2}\,t\ln|t|. \tag{21}$$

The remaining Fourier integral is understood as a generalized function for $R>0$. The derivative of $\ln|t|$ is $\mathrm P(1/t)$, whose transform is $i\int dt\,\sin(tR)/t=i\pi$. Integration by parts gives $i\pi=-iR\int dt\,\ln|t|\,e^{itR}$. Therefore

$$\int\! dt\,\ln|t|\,e^{itR}=-\frac{\pi}{R},\qquad
\int\! dt\,t\ln|t|\,e^{itR}=-i\frac{d}{dR}\left(-\frac\pi R\right)=-\frac{i\pi}{R^2}. \tag{22}$$

Now insert (21) into (15), with the smooth factor $q$ replaced by $2k_F$ and $\sin qR={\rm Im}\,e^{2ik_FR}e^{itR}$:

$$\phi\simeq\frac{2k_F}{2\pi^2R}\left(-\frac{w^2}{4\pi^2}\right){\rm Im}\left[-\frac{i\pi}{R^2}e^{2ik_FR}\right]. \tag{23}$$

The imaginary part is $-\pi\cos(2k_FR)/R^2$. The two minus signs cancel, and

$$\phi(R)\simeq C\,\frac{\cos2k_FR}{R^3},\qquad
C=\frac{k_F}{4\pi^3}\left|\frac{v(2k_F)}{\epsilon(2k_F)}\right|^2. \tag{24}$$

The force has the same kind of Fourier integral with one more smooth factor $q$, so the expansion may be differentiated term by term. The derivative of the cosine dominates that of $R^{-3}$:

$$f(R)\simeq2k_FC\,\frac{\sin2k_FR}{R^3}. \tag{25}$$

The next singular terms in $\chi|v|^2$ are $t^2\ln|t|$, from the variation of the smooth factors, and $t^2\ln^2|t|$, from the second-order expansion of $\chi$ in $\chi_0^{\rm sing}$. Substituting $t=y/R$ shows that their transforms fall as $R^{-3}$ and $R^{-3}\ln R$. The correction to (24) is thus of order $R^{-4}\ln R$. Both terms are even in $t$, so their transforms are real and multiply $\sin2k_FR$ in $\phi$. The leading correction is a quarter period out of phase with the tail.

## When the tail changes

For the empty-core potential, $v(2k_F)=-\pi Z\cos(2k_Fr_c)/k_F^2$, and (24) becomes

$$C=\frac{Z^2\cos^2(2k_Fr_c)}{4\pi k_F^3\,\epsilon^2(2k_F)},\qquad \epsilon(2k_F)=1+\frac1{2\pi k_F}. \tag{26}$$

The amplitude depends strongly on the core radius. If $\cos2k_Fr_c=0$, then $|v|^2$ is proportional to $t^2$ near $2k_F$, the leading singularity becomes $t^3\ln|t|$, and the pair energy falls as $R^{-5}$.

The sharp Fermi surface is essential. At temperature $T$ the response $\chi_0$ is an average over chemical potentials spread by about $k_BT$. In atomic units this spreads the phase $2k_FR$ by about $2Rk_BT/k_F$, and for $k_BT\ll E_F$ the average over the derivative of the Fermi function multiplies the tail by $X/\sinh X$ with $X=2\pi Rk_BT/k_F$. The amplitude is down to about a quarter at $R=k_F/2k_BT$ and to about 2% at $R=k_F/k_BT$. The numerical check makes the same point at zero temperature: when $L$ is replaced by the smooth function $1/(1+3x^2)$, which has the same limits at small and large $x$, $|\phi|R^3$ falls below $10^{-6}C$ in a window starting at 26 Å.

## A trivalent model metal

Take the round values $Z=3$, 16 Å$^3$ per ion and $r_c=0.60$ Å. The density is $3/16$ Å$^{-3}$, so

$$k_F=\left(3\pi^2\times\tfrac{3}{16}\right)^{1/3}=1.771\ \text{Å}^{-1}.$$

The oscillation has period $\pi/k_F=1.774$ Å. At $2k_F$ the core factor is $\cos(2k_Fr_c)=-0.526$ and $\epsilon=1.170$. The bare form factor is 22.77 eV Å$^3$, and the screened one is $w=22.773/1.1699=19.47$ eV Å$^3$.

In ordinary units (24) has a factor $\hbar^2/m$ in the denominator. This equals $2E_F/k_F^2$, with Fermi energy $E_F=11.95$ eV, so

$$C=\frac{k_F^3w^2}{8\pi^3E_F}=\frac{5.552\times379.0}{248.1\times11.95}=0.710\ \text{eV Å}^3,$$

or 0.176 in atomic units. The force amplitude is $2k_FC=3.541\times0.710=2.51$ eV Å$^2$, to be divided by $R^3$.

The table compares (16) and (17) with their tails. Energies are in $10^{-3}$ eV and forces in $10^{-3}$ eV/Å.

| $R$ (Å) | $\phi$ | tail | $f$ | tail |
|---:|---:|---:|---:|---:|
| 3 | 280 | −9.5 | 513 | −87 |
| 4 | 14.1 | −0.3 | 97 | 39 |
| 5 | 7.9 | 2.4 | −7.0 | −18.3 |
| 6 | −3.6 | −2.4 | 2.7 | 7.9 |
| 8 | −1.42 | −1.38 | −2.6 | −0.3 |
| 10 | −0.32 | −0.47 | −2.5 | −1.9 |
| 20 | −0.025 | −0.013 | 0.30 | 0.31 |

At 3 Å the tail has the wrong sign for both quantities. At 8 Å the energy looks converged to its tail while the force does not. The phase there is $3.541\times8=28.33$, close to $9\pi=28.27$. The cosine is near an extremum and the sine near zero, so the out-of-phase correction is small in $\phi$ and dominates $f$. Agreement at a single distance is therefore a poor measure of convergence.

A fair measure is the largest error over a full period, relative to the amplitude of the tail. In a window starting at 26 Å it is 11% for the energy and 14% for the force. Starting at 212 Å it is 1.5% and just under 2%. The slow improvement is consistent with a relative correction of order $\ln R/R$. In this model, (24) and (25) give the scale and period of the oscillation at ordinary cutoffs, but they do not replace the integrals (16) and (17).

The first four minima of $\phi$ lie at 4.38, 6.06, 7.86 and 9.65 Å. The second is the deepest of these, at $-3.6\times10^{-3}$ eV, against $-2.3\times10^{-3}$ eV for the first. Far out, their mean spacing is 1.775 Å, in agreement with $\pi/k_F$.

## Choosing the cutoff

At 6 Å the amplitude of the force tail is $2.51/216=0.012$ eV/Å per pair, and at 10 Å it is 0.0025 eV/Å. These values set the scale of the force near such distances. The jump in force when an ion crosses a sharp cutoff is the value of $|f|$ at the cutoff radius, which depends on the phase there: the table gives 0.0027 eV/Å at 6 Å and 0.0025 eV/Å at 10 Å, and at a zero of $f$ the jump vanishes. The amplitudes do not bound the total neglected force. The number of ions in a shell grows as $R^2$, so the sum of the neglected magnitudes behaves as $\int dR\,R^2/R^3$ and diverges logarithmically. The force sum converges through cancellation between directions and phases, which a sharp cutoff disturbs.

One remedy is a smooth window $W(R)$ that falls to zero gradually. A few periods need not be enough, as the crystal below shows. If $W$ multiplies the energy, the consistent force is

$$-\frac{d(W\phi)}{dR}=Wf-W'\phi, \tag{27}$$

and omitting the second term spoils energy conservation in a dynamics run that monitors $W\phi$. If $W$ multiplies the force, the matching pair energy is $\int_R^\infty dR'\,W(R')f(R')$. For a periodic crystal the other remedy is to evaluate the energy in reciprocal space, where the oscillating tail needs no cutoff in $R$; the direct repulsion $Z^2/R$ is treated by an Ewald split, which leaves only a short-ranged sum in real space.

The two routes can be compared on a body-centred cubic crystal of the model metal, with cube edge 3.175 Å. One simple-cubic sublattice is shifted by 0.08 and 0.03 of the edge along $x$ and $y$, that is by 0.25 and 0.10 Å. Differences of the reciprocal-space energy give a force on each shifted ion of $(-1.553,-0.697)$ eV/Å. The sum of pair forces, each multiplied by the wide window $\exp[-(R/L)^4]$ with $L=37$ Å, gives $(-1.552,-0.696)$ eV/Å. The vectors differ by 0.07% of the force, and both components oppose the displacement. The agreement depends on the window: the difference is 0.65% for $L=13$ Å and 1.8% for $L=8$ Å. A $\cos^2$ window on the force that starts at 10 Å and falls over one to three periods leaves an error of 0.011 to 0.015 eV/Å, no better than sharp cutoffs between 12 and 18 Å (0.006 eV/Å rms, up to 0.018 eV/Å). Over fifteen periods the error is down to 0.001 eV/Å.

This agreement checks the pair reduction and the lattice sum. The accuracy of the response itself is a separate matter. The numerical check compares (9) with a self-consistent Hartree diagonalization of the electron gas in a weak cosine potential, at one wave vector below $2k_F$ and one above, and the energies agree to better than 0.01%. Neither comparison measures what the model leaves out. Exchange and correlation in the screening change the forces by far more than a well-chosen cutoff does. Adding a local-density exchange-correlation kernel to $4\pi/q^2$ in (8) raises $C$ from 0.71 to 1.00 eV Å$^3$, turns the force at 3 Å from $+0.51$ to $-0.05$ eV/Å, makes the minimum near 4.3 Å deeper than the one near 6 Å, and changes the crystal force to $(-1.01,-0.49)$ eV/Å. The table and the minima above therefore belong to the RPA model and not to a real metal. The effects of a nonlocal pseudopotential and of three-ion terms are not estimated here and have to be established separately.

## Values computed for the example and the checks

```
valence Z = 3
volume per ion = 16.0 angstrom^3
core radius = 0.60 angstrom
kF = 1.7707 1/angstrom
2kF = 3.5414 1/angstrom
Fermi energy = 11.946 eV
Friedel wavelength pi/kF = 1.7742 angstrom
cos(2kF rc) = -0.5261
eps(2kF) = 1.1699
bare v(2kF) = 22.773 eV angstrom^3
screened v/eps at 2kF = 19.467 eV angstrom^3
C = 0.7100 eV angstrom^3
C = 0.17608 hartree bohr^3
force amplitude 2kF C = 2.5143 eV angstrom^2
R (angstrom), phi (eV), tail of phi (eV)
  2.5   8.6199e-01  -3.8222e-02
  3.0   2.7999e-01  -9.5453e-03
  4.0   1.4052e-02  -3.1385e-04
  5.0   7.9343e-03   2.3578e-03
  6.0  -3.5753e-03  -2.4208e-03
  8.0  -1.4225e-03  -1.3845e-03
 10.0  -3.2326e-04  -4.6530e-04
 15.0  -2.1552e-04  -2.0179e-04
 20.0  -2.5438e-05  -1.2514e-05
R (angstrom), force (eV/angstrom), tail of force (eV/angstrom)
  2.5   2.3586e+00   8.7021e-02
  3.0   5.1272e-01  -8.6772e-02
  4.0   9.7326e-02   3.9271e-02
  5.0  -6.9871e-03  -1.8300e-02
  6.0   2.7109e-03   7.8744e-03
  8.0  -2.6257e-03  -2.7776e-04
 10.0  -2.5153e-03  -1.8991e-03
 15.0   3.0463e-05   2.1060e-04
 20.0   3.0200e-04   3.1115e-04
minima of phi: R (angstrom), phi (eV)
  4.3773  -2.2731e-03
  6.0551  -3.6494e-03
  7.8555  -1.6202e-03
  9.6521  -8.4436e-04
mean spacing of far minima = 1.7747 angstrom
window start (angstrom), largest error / amplitude: phi, force
   26.46 0.1093 0.1432
   52.92 0.0569 0.0734
  105.84 0.0298 0.0377
  211.67 0.0154 0.0194
smooth response: largest |phi| R^3 / C = 6.8e-07
Lindhard: largest relative error = 4.4e-16
energy ratio SCF/formula, q=1.3kF, 2.4kF = 0.99996, 0.99997
bcc cube edge = 3.1748 angstrom
sublattice shift / edge = 0.08, 0.03, 0.00
force x,y from energy = -1.55348, -0.69663 eV/angstrom
force x,y from pairs = -1.55241, -0.69625 eV/angstrom
relative difference of the forces = 6.7e-04
```
